# Sternheimer equations for the dipole polarizability of closed-shell LDA atoms: verification in Python

```python
# Static dipole polarizability of a closed-shell LDA atom (Ne, Slater + VWN5), Hartree units.
# Result under test: with orbitals u_nl(r) Y_lm / r, perturbation F r cos(theta),
#   (h_l' - eps_nl + sigma P_l') w = -(1 - P_l') v1 u_nl,  l' = l +- 1,
#   n1 = sum max(l,l') u w / (pi r^2),  v1 = r + vH1[n1] + fxc n1,
#   alpha = -(4 pi/3) int r^3 n1 dr  equals  d(mu)/dF of the nonlinear finite-field problem.
# P_l projects on occupied radial orbitals; K = Hartree + fxc kernel; chi0 = uncoupled response.
# Radial vectors hold c_j = sqrt(W_j) u(r_j), W_j the quadrature weight (Gauss-Lobatto DVR).
import numpy as np
from math import factorial, pi
from scipy.special import roots_jacobi, eval_legendre, lpmv
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, dft, scf
from pyscf.dft import libxc

XC, Z, NEL, NMIN = 'LDA_X,LDA_C_VWN', 10.0, 10.0, 1e-14

def xc(n):
    flat = np.ascontiguousarray(np.maximum(n, NMIN).ravel())
    e, v, f, _ = libxc.eval_xc(XC, flat, spin=0, deriv=2)
    f0 = np.where(n.ravel() > NMIN, np.ravel(f[0]), 0.0)
    return e.reshape(n.shape), np.reshape(v[0], n.shape), f0.reshape(n.shape)

class Grid:
    def __init__(self, N, R, s=2.0):
        x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
        P = eval_legendre(N, x)
        w = 2 / (N * (N + 1) * P**2)
        dx = x[:, None] - x[None, :]
        np.fill_diagonal(dx, 1.0)
        D = P[:, None] / P[None, :] / dx
        np.fill_diagonal(D, 0.0)
        np.fill_diagonal(D, -D.sum(1))
        a = 2 * s / R
        r, rp = s * (1 + x) / (1 - x + a), s * (2 + a) / (1 - x + a)**2
        self.R, self.r, self.W = R, r[1:-1], (w * rp)[1:-1]
        T = (0.5 * (D.T * (w / rp)) @ D)[1:-1, 1:-1] / np.sqrt(np.outer(self.W, self.W))
        self.T = 0.5 * (T + T.T)
    def ham(self, l, v):
        return self.T + np.diag(l * (l + 1) / (2 * self.r**2) + v)
    def hartree(self, L):  # matrix: density multipole n_L(r) -> potential multipole v_L(r)
        r, sw = self.r, np.sqrt(self.W)
        inv = np.linalg.inv(2 * self.ham(L, 0 * r))
        return (inv * (4 * pi * r * sw)[None, :] / (r * sw)[:, None]
                + 4 * pi / ((2 * L + 1) * self.R**(2 * L + 1)) * np.outer(r**L, self.W * r**(L + 2)))

def anderson(step, v, weight, tol, maxit, beta=0.4):
    X, Fs, best, sw = [], [], (np.inf, None, None), np.sqrt(weight)
    for _ in range(maxit):
        vout, extra = step(v)
        f = vout - v
        res = np.linalg.norm(sw * f)
        if res < best[0]:
            best = (res, v, extra)
        if res < tol:
            break
        X, Fs = (X + [v])[-7:], (Fs + [f])[-7:]
        if len(X) > 1:
            dX = np.array([v - y for y in X[:-1]]).T
            dF = np.array([f - y for y in Fs[:-1]]).T
            gam = np.linalg.lstsq(sw[:, None] * dF, sw * f, rcond=1e-12)[0]
            v = v - dX @ gam + beta * (f - dF @ gam)
        else:
            v = v + beta * f
    assert best[0] < 1e-8
    return best[1], best[2]

class Neon:
    def __init__(self, N, R):
        g = self.g = Grid(N, R)
        r, W, G0 = g.r, g.W, g.hartree(0)
        def step(v):
            sp = [eigh(g.ham(l, v - Z / r)) for l in range(3)]
            n = (2 * (sp[0][1][:, :2]**2).sum(1) + 6 * sp[1][1][:, 0]**2) / (4 * pi * r**2 * W)
            return G0 @ n + xc(n)[1], (sp, n)
        self.vscr, (self.spec, self.n0) = anderson(
            step, (Z - 1) * (1 - np.exp(-2 * r)) / r, W * np.exp(-r), 1e-10, 80)
        sp, n = self.spec, self.n0
        self.eps = [sp[0][0][0], sp[0][0][1], sp[1][0][0]]
        self.E = (2 * self.eps[0] + 2 * self.eps[1] + 6 * self.eps[2]
                  + np.sum(4 * pi * r**2 * W * n * (0.5 * G0 @ n + xc(n)[0] - self.vscr)))
        self.G1 = g.hartree(1)
        self.K = self.G1 + np.diag(xc(n)[2])
        self.nocc, self.sigma, self.ch = [2, 1, 0], 2 * (self.eps[2] - self.eps[0]), []
        for name, l, k, lp in [('1s->p', 0, 0, 1), ('2s->p', 0, 1, 1), ('2p->s', 1, 0, 0), ('2p->d', 1, 0, 2)]:
            C = sp[lp][1][:, :self.nocc[lp]]
            A = g.ham(lp, self.vscr - Z / r) - sp[l][0][k] * np.eye(len(r))
            P = C @ C.T
            self.ch.append(dict(name=name, u=sp[l][1][:, k], e=sp[l][0][k], lp=lp, lg=max(l, lp),
                                A=A, P=P, cho=cho_factor(A + self.sigma * P)))
    def solve_w(self, v1):
        return [-cho_solve(c['cho'], v1 * c['u'] - c['P'] @ (v1 * c['u'])) for c in self.ch]
    def dens(self, ws):
        return sum(c['lg'] * c['u'] * w for c, w in zip(self.ch, ws)) / (pi * self.g.r**2 * self.g.W)
    def alpha(self, n1):
        return -4 * pi / 3 * np.sum(self.g.W * self.g.r**3 * n1)
    def iterate(self, K, beta, maxit, tol=0.0):
        r = self.g.r
        v, hist = r.copy(), []
        for _ in range(maxit):
            ws = self.solve_w(v)
            n1 = self.dens(ws)
            f = r + K @ n1 - v
            hist.append((np.sqrt(np.sum(self.g.W * np.exp(-r) * f * f)), self.alpha(n1)))
            if hist[-1][0] < tol:
                break
            v = v + beta * f
        return v, ws, n1, hist

mu, wmu = np.polynomial.legendre.leggauss(10)
def theta(l, m):
    m = abs(m)
    if l < m:
        return 0 * mu
    return np.sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m)) * lpmv(m, l, mu)
def acoef(l, m):
    return np.sqrt(((l + 1)**2 - m * m) / ((2 * l + 1) * (2 * l + 3))) if l >= 0 else 0.0

# angular identities
for l in range(3):
    for m in range(-l, l + 1):
        assert np.allclose(mu * theta(l, m), acoef(l, m) * theta(l + 1, m) + acoef(l - 1, m) * theta(l - 1, m), atol=1e-12)
    tot = sum(acoef(l, m) * theta(l, m) * theta(l + 1, m) for m in range(-l, l + 1)) / (2 * pi)
    assert np.allclose(tot, (l + 1) * mu / (4 * pi), atol=1e-12)
# kernel against finite differences of the potential
nt = np.logspace(-6, 2, 9)
assert np.allclose((xc(nt * 1.0001)[1] - xc(nt * 0.9999)[1]) / (2e-4 * nt), xc(nt)[2], rtol=1e-6)

N, R, beta = 70, 25.0, 0.6
at = Neon(N, R)
g, r, W = at.g, at.g.r, at.g.W
# dipole Poisson solver against adaptive quadrature
vtest = at.G1 @ (r * np.exp(-2 * r))
for j in (10, 30, 50):
    ref = 4 * pi / 3 * (quad(lambda s: s**4 * np.exp(-2 * s), 0, r[j], epsabs=1e-14)[0] / r[j]**2
                        + r[j] * quad(lambda s: s * np.exp(-2 * s), r[j], R, epsabs=1e-14)[0])
    assert abs(vtest[j] - ref) < 1e-8
# hydrogen
eH, cH = eigh(g.ham(0, -1 / r))
wH = -np.linalg.solve(g.ham(1, -1 / r) - eH[0] * np.eye(len(r)), r * cH[:, 0])
aH = -2 / 3 * np.sum(r * cH[:, 0] * wH)
assert abs(eH[0] + 0.5) < 1e-8 and abs(aH - 4.5) < 1e-6
assert np.max(abs(wH + (r + r**2 / 2) * cH[:, 0])) < 1e-6

# self-consistent Sternheimer iteration
v1, ws, n1, hist = at.iterate(at.K, beta, 200, 1e-11)
assert hist[-1][0] < 1e-11
alpha, alpha0 = at.alpha(n1), hist[0][1]
alphaH = at.iterate(at.G1, beta, 200, 1e-11)[3][-1][1]
assert max(np.linalg.norm(c['P'] @ w) for c, w in zip(at.ch, ws)) < 1e-8
# sum over empty states and direct Dyson solution
chi0 = 0
for c in at.ch:
    ev, V = at.spec[c['lp']]
    k = at.nocc[c['lp']]
    chi0 = chi0 - c['lg'] * np.outer(c['u'], c['u']) * ((V[:, k:] / (ev[k:] - c['e'])) @ V[:, k:].T)
chi0 = chi0 / (pi * r**2 * W)[:, None]
M = at.K @ chi0
alpha_sos = at.alpha(chi0 @ np.linalg.solve(np.eye(len(r)) - M, r))
assert abs(alpha_sos / alpha - 1) < 1e-7 and abs(at.alpha(chi0 @ r) / alpha0 - 1) < 1e-7
# unprojected equations: other channel shares, same density
wu = [-np.linalg.solve(c['A'], v1 * c['u']) for c in at.ch]
assert np.max(abs(r**2 * (at.dens(wu) - n1))) < 1e-7
share = lambda wl: [-4 / 3 * c['lg'] * np.sum(r * c['u'] * w) for c, w in zip(at.ch, wl)]
sh_p, sh_u = share(ws), share(wu)
assert abs(sh_p[2] - sh_u[2]) > 1e-2
low_u = np.linalg.eigvalsh(at.ch[2]['A'])
low_p = [np.linalg.eigvalsh(c['A'] + at.sigma * c['P'])[0] for c in at.ch]
assert np.sum(low_u < 0) == 2 and min(low_p) > 0
# mixing limits
lam = np.linalg.eigvals(M)
assert np.all(abs(lam.imag[abs(lam) > 1e-3]) < 1e-6)
lmin, lmax = lam.real.min(), lam.real.max()
bc = 2 / (1 - lmin)
assert lmax < 1
h_in, h_out = at.iterate(at.K, 0.9 * bc, 61)[3], at.iterate(at.K, 1.1 * bc, 61)[3]
rate_obs, rate_th = np.sqrt(h_in[60][0] / h_in[58][0]), np.max(abs(1 - 0.9 * bc * (1 - lam.real)))
assert abs(rate_obs - rate_th) < 0.02 and h_out[60][0] > 10 * h_out[0][0]
# stationary functional
def functional(wl):
    n = at.dens(wl)
    return (-4 / 3 * sum(c['lg'] * (2 * np.sum(r * c['u'] * w) + w @ c['A'] @ w) for c, w in zip(at.ch, wl))
            - 4 * pi / 3 * np.sum(W * r**2 * n * (at.K @ n)))
d0 = np.sqrt(W) * r**2 * np.exp(-r)
bad = lambda eta: [w + eta * (d0 - c['P'] @ d0) for c, w in zip(at.ch, ws)]
dA = [functional(bad(eta)) - alpha for eta in (0.1, 0.05)]
dL = [at.alpha(at.dens(bad(eta))) - alpha for eta in (0.1, 0.05)]
assert abs(functional(ws) - alpha) < 1e-7 and dA[0] < 0 and abs(dA[0] / dA[1] - 4) < 1e-4
# force balance on the nucleus
force, force0 = 4 * pi / 3 * np.sum(W * n1), 4 * pi / 3 * np.sum(W * (chi0 @ r))
assert abs(force + NEL / Z) < 1e-5 and abs(force0 + NEL / Z) > 0.05
# other grid
at2 = Neon(90, 30.0)
alpha2 = at2.iterate(at2.K, beta, 200, 1e-11)[3][-1][1]
assert abs(alpha2 / alpha - 1) < 1e-6

# nonlinear finite-field SCF on an (r, cos theta) grid
LM, nr = 3, len(r)
GL = [g.hartree(L) for L in range(2 * LM + 1)]
PL = [eval_legendre(L, mu) for L in range(2 * LM + 1)]
def finite_field(F):
    def step(vflat):
        V = vflat.reshape(nr, -1) - (Z / r)[:, None] + F * np.outer(r, mu)
        n = 0
        for m, nst, occ in ((0, 3, 2.0), (1, 1, 4.0)):
            ls = list(range(m, LM + 1))
            Th = np.array([theta(l, m) for l in ls])
            H = np.block([[np.diag(V @ (wmu * Th[a] * Th[b])) + (g.ham(ls[a], 0 * r) if a == b else 0)
                           for b in range(len(ls))] for a in range(len(ls))])
            C = eigh(H, subset_by_index=[0, nst - 1])[1]
            for k in range(nst):
                n = n + occ * (C[:, k].reshape(len(ls), nr).T @ Th)**2
        n = n / (2 * pi * r**2 * W)[:, None]
        nL = [(2 * L + 1) / 2 * n @ (wmu * PL[L]) for L in range(2 * LM + 1)]
        vH = sum(np.outer(GL[L] @ nL[L], PL[L]) for L in range(2 * LM + 1))
        return (vH + xc(n)[1]).ravel(), (n, nL[1])
    n, nd = anderson(step, np.repeat(at.vscr, len(mu)), np.outer(W * np.exp(-r), wmu).ravel(), 1e-9, 50)[1]
    return -2 * pi * (W * r**3) @ n @ (wmu * mu), nd
F = 0.004
assert 2 * F * R < abs(at.eps[2])
(m1, d1), (m2, d2) = finite_field(F), finite_field(2 * F)
alpha_ff = (8 * m1 - m2) / (6 * F)
ratio = (m2 / (2 * F) - alpha) / (m1 / F - alpha)
ddens = np.max(abs(r**2 * ((8 * d1 - d2) / (6 * F) - n1)))
assert abs(alpha_ff / alpha - 1) < 1e-5 and abs(ratio - 4) < 0.05 and ddens < 2e-5

# independent code: Gaussian basis, finite field
scf.hf.MUTE_CHKFILE = True
basis = [[l, [a0 * 2.2**k, 1.0]] for l, a0, nk in ((0, 0.03, 19), (1, 0.03, 12), (2, 0.04, 7)) for k in range(nk)]
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc, mf.conv_tol, mf.chkfile = XC, 1e-11, None
mf.grids.atom_grid, mf.grids.prune = {'Ne': (90, 110)}, None
zint = mol.intor('int1e_r')[2]
hF = mf.get_hcore() + F * zint
mf.get_hcore = lambda *a: hF
Eg = mf.kernel()
alpha_g = -np.sum(mf.make_rdm1() * zint) / F
assert mf.converged and abs(alpha_g / alpha - 1) < 5e-3  # finite-basis error
assert abs(Eg + 0.5 * alpha_g * F**2 - at.E) < 5e-3

A3 = (physical_constants['Bohr radius'][0] * 1e10)**3
print(f"grid: polynomial order {N}, points {nr}, R = {R} bohr, map scale 2 bohr")
print(f"hydrogen: eps = {eH[0]:.8f} Ha, alpha = {aH:.7f} bohr^3")
for nm, e in zip(('1s', '2s', '2p'), at.eps):
    print(f"Ne eps_{nm} = {e:.6f} Ha")
print(f"Ne total energy = {at.E:.6f} Ha")
print(f"shift sigma = {at.sigma:.4f} Ha")
print(f"2p->s unprojected, two lowest eigenvalues = {low_u[0]:.5f}, {low_u[1]:.5f} Ha")
for c, a, b, e in zip(at.ch, sh_p, sh_u, low_p):
    print(f"{c['name']}: share {a:.6f} (unprojected {b:.6f}) bohr^3, lowest eig {e:.5f} Ha")
print(f"sum of shares: {sum(sh_p):.6f} (unprojected {sum(sh_u):.6f}) bohr^3")
for k in (1, 2, 3, 5, 10):
    print(f"beta = {beta}, iteration {k}: alpha = {hist[k-1][1]:.6f} bohr^3")
print(f"iterations to residual 1e-11 Ha: {len(hist)}")
print(f"alpha uncoupled = {alpha0:.6f} bohr^3")
print(f"alpha Hartree kernel only = {alphaH:.6f} bohr^3")
print(f"alpha self-consistent LDA = {alpha:.6f} bohr^3 = {alpha * A3:.5f} Angstrom^3")
print(f"alpha sum over states + Dyson = {alpha_sos:.6f} bohr^3")
print(f"alpha on grid order 90, R = 30 bohr = {alpha2:.6f} bohr^3")
print(f"lambda_min = {lmin:.5f}, lambda_max = {lmax:.5f}, beta_c = {bc:.5f} (dimensionless)")
print(f"rate at 0.9 beta_c: observed {rate_obs:.4f}, predicted {rate_th:.4f}")
print(f"residual growth in 60 steps at 1.1 beta_c = {h_out[60][0] / h_out[0][0]:.3e}")
print(f"stationary form error, eta = 0.1, 0.05: {dA[0]:.4e}, {dA[1]:.4e} bohr^3")
print(f"plain formula error,   eta = 0.1, 0.05: {dL[0]:.4e}, {dL[1]:.4e} bohr^3")
print(f"force sum: self-consistent {force:.6f}, uncoupled {force0:.6f}, -N/Z = {-NEL / Z:.1f}")
print(f"F = {F} a.u.: mu = {m1:.9f} e bohr, mu/F = {m1 / F:.6f} bohr^3")
print(f"F = {2 * F} a.u.: mu = {m2:.9f} e bohr, mu/F = {m2 / (2 * F):.6f} bohr^3")
print(f"alpha finite field, Richardson = {alpha_ff:.6f} bohr^3 = {alpha_ff * A3:.5f} Angstrom^3")
print(f"relative gap to Sternheimer = {abs(alpha_ff / alpha - 1):.1e}")
print(f"error ratio on doubling F = {ratio:.4f}")
print(f"max |r^2 (n1 finite field - n1)| = {ddens:.1e} a.u.")
print(f"Gaussian 19s12p7d ({mol.nao} functions), F = {F}: mu/F = {alpha_g:.5f} bohr^3")
print(f"Gaussian energy + alpha F^2/2 = {Eg + 0.5 * alpha_g * F**2:.6f} Ha")
print("finished without a failed check")
```

Output:

```
grid: polynomial order 70, points 69, R = 25.0 bohr, map scale 2 bohr
hydrogen: eps = -0.50000000 Ha, alpha = 4.5000000 bohr^3
Ne eps_1s = -30.305855 Ha
Ne eps_2s = -1.322809 Ha
Ne eps_2p = -0.498034 Ha
Ne total energy = -128.233481 Ha
shift sigma = 59.6156 Ha
2p->s unprojected, two lowest eigenvalues = -29.80782, -0.82477 Ha
1s->p: share 0.000698 (unprojected 0.000978) bohr^3, lowest eig 30.32090 Ha
2s->p: share 0.062649 (unprojected 1.009022) bohr^3, lowest eig 1.33785 Ha
2p->s: share 0.847699 (unprojected -0.098953) bohr^3, lowest eig 0.49624 Ha
2p->d: share 2.138920 (unprojected 2.138920) bohr^3, lowest eig 0.52436 Ha
sum of shares: 3.049967 (unprojected 3.049967) bohr^3
beta = 0.6, iteration 1: alpha = 3.481551 bohr^3
beta = 0.6, iteration 2: alpha = 3.139719 bohr^3
beta = 0.6, iteration 3: alpha = 3.070251 bohr^3
beta = 0.6, iteration 5: alpha = 3.051030 bohr^3
beta = 0.6, iteration 10: alpha = 3.049960 bohr^3
iterations to residual 1e-11 Ha: 27
alpha uncoupled = 3.481551 bohr^3
alpha Hartree kernel only = 2.762944 bohr^3
alpha self-consistent LDA = 3.049967 bohr^3 = 0.45196 Angstrom^3
alpha sum over states + Dyson = 3.049967 bohr^3
alpha on grid order 90, R = 30 bohr = 3.049967 bohr^3
lambda_min = -0.42539, lambda_max = 0.03911, beta_c = 1.40313 (dimensionless)
rate at 0.9 beta_c: observed 0.8000, predicted 0.8000
residual growth in 60 steps at 1.1 beta_c = 6.242e+04
stationary form error, eta = 0.1, 0.05: -2.2155e-01, -5.5388e-02 bohr^3
plain formula error,   eta = 0.1, 0.05: 3.1973e-01, 1.5987e-01 bohr^3
force sum: self-consistent -1.000000, uncoupled -1.417454, -N/Z = -1.0
F = 0.004 a.u.: mu = 0.012202123 e bohr, mu/F = 3.050531 bohr^3
F = 0.008 a.u.: mu = 0.024417813 e bohr, mu/F = 3.052227 bohr^3
alpha finite field, Richardson = 3.049965 bohr^3 = 0.45196 Angstrom^3
relative gap to Sternheimer = 6.3e-07
error ratio on doubling F = 4.0102
max |r^2 (n1 finite field - n1)| = 2.7e-08 a.u.
Gaussian 19s12p7d (90 functions), F = 0.004: mu/F = 3.05010 bohr^3
Gaussian energy + alpha F^2/2 = -128.232618 Ha
finished without a failed check
```
